\section*{Choosing the Redundancy Threshold for Projected Atomic Orbital Domains}

\section{What the threshold protects against}

One family of local correlation methods expands the virtual space of each electron pair in projected atomic orbitals (PAOs). These functions can be linearly dependent. If the dependence is left in, the program normalizes vectors whose norm is numerical noise. In a calculation on Li$_2$ with matrices rounded to eight decimals, three such vectors appear. One has a negative squared norm and cannot be normalized. The other two, once normalized, have Fock expectation values of $-12.28$ and $-26.49$ eV, below the bond orbital at $-5.02$ eV. Exciting both bond electrons into the first would give the energy denominator $2(-12.28)-2(-5.02)\approx-14.5$ eV, which has the wrong sign. These values are noise and one sample only: tighter SCF convergence gives $-13$ and $-17$ eV, another starting guess $-57$ and $-31$ eV, and a bond longer by $10^{-4}$ \AA\ gives $+6$ and $+9$ eV.

The redundancy threshold $\tau$ removes such vectors. Set too high, it also removes genuine virtual functions, and the size of the discarded eigenvalue does not tell how much correlation energy goes with them.

\section{Where redundancy comes from}

The setting is a closed-shell molecule with real orbitals and a converged Hartree--Fock solution. Let $S$ and $F$ be the overlap and Fock matrices of $n$ linearly independent, normalized atomic orbitals (AOs). The $n_{\rm occ}$ columns of $L$ are localized occupied orbitals, with $L^TSL=1$. The PAOs are the columns of
\begin{equation}
C=1-LL^TS ,
\end{equation}
one per AO, with the occupied part projected out. They are not renormalized. Their overlap is
\begin{align}
\tilde S=C^TSC&=S-2SLL^TS+SL(L^TSL)L^TS\nonumber\\
&=S-SLL^TS, \label{eq:S}
\end{align}
and their Fock matrix is $\tilde F=C^TFC$.

\subsection{All atoms in the domain}

Since $x^T\tilde Sx$ is the squared norm of the function $Cx$, it vanishes if and only if $Cx=0$, that is, $x=L(L^TSx)$. The null space is therefore the span of $L$, with dimension $n_{\rm occ}$. Because $CL=0$, also $\tilde FL=0$.

The other eigenvalues have a floor. Write $\tilde S=S^{1/2}\Pi S^{1/2}$, where $\Pi=1-S^{1/2}LL^TS^{1/2}$ is an orthogonal projector. With $M=\Pi S^{1/2}$ we have $\tilde S=M^TM$, which shares its nonzero eigenvalues with $MM^T=\Pi S\Pi$. In the range of $\Pi$, the expectation values of the latter are at least $s_{\min}(S)$. The full domain thus has a gap between zero and the smallest AO overlap eigenvalue, and $\tau$ belongs in it. The width of the gap depends on the basis: for Li$_2$ at 2.70 \AA, $s_{\min}(S)$ is $4.2\times10^{-3}$ in cc-pVDZ but $1.8\times10^{-5}$ in aug-cc-pVQZ.

\subsection{Some atoms in the domain}

Let the domain contain the PAOs of a set $A$ of AOs, with blocks $\tilde S_D,\tilde F_D$. For coefficients $x$ on $A$, Eq.~\eqref{eq:S} gives
\begin{equation}
x^T\tilde S_Dx=x^TS_{AA}x-|L^TS_{:A}x|^2 .
\end{equation}
Put $y=S_{AA}^{1/2}x$ and $B=L^TS_{:A}S_{AA}^{-1/2}$. The right side becomes $y^T(1-B^TB)y$. If $\sigma_k$ are the singular values of $B$, the squared norm relative to that of the unprojected function takes the values $1-\sigma_k^2$, and 1 in directions that $B$ annihilates. Here $\sigma_k$ is the cosine of an angle between the AO space of $A$ and the occupied space. An atomic core orbital is almost contained in its own atom's AOs, so $\sigma_k$ is close to 1 and a small but nonzero eigenvalue appears. No general gap protects the choice of $\tau$ here.

\section{From the domain to the amplitude update}

\subsection{Pseudocanonical virtuals}

Diagonalize $\tilde S_D=U\,{\rm diag}(s)\,U^T$, keep the eigenvectors with $s_k>\tau$, and form $X=U_{\rm keep}\,{\rm diag}(s^{-1/2})$, so that $X^T\tilde S_DX=1$. Then diagonalize the Fock matrix in this space:
\begin{equation}
X^T\tilde F_DX=V\,{\rm diag}(\varepsilon)V^T,\qquad W=XV .
\end{equation}
Since $V$ is orthogonal,
\begin{equation}
W^T\tilde S_DW=1,\qquad W^T\tilde F_DW={\rm diag}(\varepsilon).
\end{equation}
Below, $W$ is padded with zeros outside the domain.

Each resulting virtual is normalized and orthogonal to the occupied space, so $\varepsilon_a\ge\varepsilon_{\rm LUMO}$. Each diagonal element $f_{ii}$ of $f=L^TFL$ is an average of occupied energies, so $f_{ii}\le\varepsilon_{\rm HOMO}$. Hence
\begin{equation}
D^{ij}_{ab}=\varepsilon_a+\varepsilon_b-f_{ii}-f_{jj}\ \ge\ \Delta=2(\varepsilon_{\rm LUMO}-\varepsilon_{\rm HOMO}),
\end{equation}
which is positive if the gap is.

\subsection{Residual and update}

In canonical orbitals with energies $e$, the second-order (MP2) amplitudes obey
\begin{equation}
(ia|jb)+(e_a+e_b-e_i-e_j)t^{ij}_{ab}=0 .
\end{equation}
Rotating the occupied orbitals to $L$ replaces $e_it^{ij}$ by $\sum_kf_{ik}t^{kj}$, and $e_jt^{ij}$ by $\sum_kf_{kj}t^{ik}$. For the virtuals, let $C_v$ hold the canonical ones. Completeness, $1=LL^TS+C_vC_v^TS$, gives $C=C_vZ$ with $Z=C_v^TS$. Therefore $\tilde S=Z^TZ$ and $\tilde F=Z^T{\rm diag}(e_v)Z$. Insert $t=ZTZ^T$ and multiply by $Z^T$ on the left and $Z$ on the right. With $K^{ij}_{rs}=(ir|js)$ over PAOs, the left side becomes the residual
\begin{align}
R^{ij}={}&K^{ij}+\tilde FT^{ij}\tilde S+\tilde ST^{ij}\tilde F\nonumber\\
&-\tilde S\sum_k\left(f_{ik}T^{kj}+f_{kj}T^{ik}\right)\tilde S . \label{eq:R}
\end{align}

With local domains, $T^{ij}=W_{ij}t^{ij}W_{ij}^T$, and the condition is $W_{ij}^TR^{ij}W_{ij}=0$; the next section shows why. The Fock terms become $\varepsilon_at_{ab}+t_{ab}\varepsilon_b$. The terms $k=i$ in the first sum and $k=j$ in the second give $-(f_{ii}+f_{jj})t_{ab}$. Together they are $D^{ij}_{ab}t^{ij}_{ab}$. The remaining terms connect different pairs through $Q=W_{ij}^T\tilde SW_{kj}$ or $W_{ij}^T\tilde SW_{ik}$. Holding the other pairs fixed and requiring a zero residual after the change gives
\begin{equation}
\Delta t^{ij}_{ab}=-\frac{(W_{ij}^TR^{ij}W_{ij})_{ab}}{D^{ij}_{ab}} . \label{eq:update}
\end{equation}
One update suffices if the off-diagonal $f_{ik}$ vanish. Otherwise, writing the residual as $K+HT$, the amplitude error is multiplied by $1-D^{-1}H$ in each cycle. Convergence requires all eigenvalues of this matrix to be below 1 in magnitude. Positive denominators alone do not guarantee that.

\section{What a discarded direction costs}

\subsection{An energy that can only rise}

In orthonormal virtuals, define
\begin{equation}
(A,B)=\sum_{ij}\sum_{ab}(2A^{ij}_{ab}-A^{ij}_{ba})B^{ij}_{ab}.
\end{equation}
Splitting each $A^{ij}$ into symmetric and antisymmetric parts gives $(A,A)=\sum_{ij}(|A_s^{ij}|^2+3|A_a^{ij}|^2)$, which is positive for $A\ne0$. The MP2 energy is $E=(T,K)$. In canonical orbitals $H$ multiplies by $e_a+e_b-e_i-e_j\ge\Delta$, which is unchanged by exchanging $a$ and $b$. So $H$ is symmetric in this product and $(A,HA)\ge\Delta(A,A)$.

Consider the Hylleraas functional
\begin{equation}
J[T]=(T,HT)+2(T,K),\qquad \delta J=2(\delta T,R).
\end{equation}
Within a pair space, $\delta t\mapsto2\delta t-\delta t^T$ is invertible, with factors 1 and 3 on the two parts. Stationarity is therefore the projected condition used above. At the solution $(T,HT)=-(T,K)$, hence $J=E$. Since $J$ is convex, $E$ is its minimum. Raising $\tau$ shrinks the spaces in a nested way, so $E(\tau)$ cannot fall.

\subsection{The size of the rise}

Let $T_s$ solve the problem in the smaller spaces and $T_l=T_s+d$ in the larger ones. Let $H$ and $R=K+HT_s$ now be projected on the larger spaces. From $K+HT_l=0$ follows $Hd=-R$, so
\begin{align}
E_l&=E_s+2(d,HT_s+K)+(d,Hd)\nonumber\\
&=E_s+2(d,R)-(d,R)=E_s+(d,R),\\
E_s-E_l&=(R,H^{-1}R)\le\frac{(R,R)}{\Delta}. \label{eq:jump}
\end{align}
Replacing $H$ by its diagonal $D$ gives the estimate $(R,D^{-1}R)$. It costs one residual evaluation in the larger space and neglects the coupling between pairs.

The eigenvalue $s$ is absent from Eq.~\eqref{eq:jump}. For a discarded eigenvector $u$, the normalized function is $Cu/\sqrt s$, and its integral is $u^TKu/s$. The numerator is quadratic in the unnormalized function, so it shrinks with the squared norm as well. A small $s$ means that the domain describes a function by a small remainder; it does not mean that the function is unimportant.

\section{What a retained direction costs}

Suppose that $\tilde F_D$ and $\tilde S_D$ carry errors $\delta F$ and $\delta S$. In a fixed retained space, the first-order part of the eigenvalue equation is
\begin{equation}
(\tilde F_D-\varepsilon\tilde S_D)\delta w+(\delta F-\varepsilon\,\delta S-\delta\varepsilon\,\tilde S_D)w=0 .
\end{equation}
Multiplying by $w^T$ from the left removes the first term, because $w$ solves the unperturbed problem. With $w^T\tilde S_Dw=1$ and a nondegenerate level,
\begin{equation}
\delta\varepsilon=w^T(\delta F-\varepsilon\,\delta S)w .
\end{equation}
A column of $W$ is $w=\sum_ku_ks_k^{-1/2}v_k$ with $\sum_kv_k^2=1$, so $|w|^2=\sum_kv_k^2/s_k\le1/s_{\min}$. If both errors have spectral norm at most $\eta$ in atomic units, then to first order
\begin{equation}
|\delta\varepsilon|\le\frac{\eta(1+|\varepsilon|)}{s_{\min}} . \label{eq:noise}
\end{equation}
Here $s_{\min}$ is the smallest retained eigenvalue. For a true null vector the orbital energy is $0/0$, and noise fills in the value.

\section{Li$_2$ as a worked case}

The molecule has a bond length of 2.70 \AA\ and is treated with RHF and all-electron MP2 in the cc-pVDZ basis, with 14 AOs per atom. This basis is not designed for core correlation, and MP2 omits higher-order correlation, so the energies examine the algorithm and do not predict measurements. The localized orbitals are two atomic cores and a bond, obtained by projecting three trial functions (the first s AO of each atom and the normalized sum of the second s AOs) on the occupied space and orthonormalizing them symmetrically. The matrices $\tilde S$ and $\tilde F$ depend only on $LL^T$, so the eigenvalues $s$ and the energies $\varepsilon$ do not depend on this choice; the elements of $f$ and the local correlation energies do. With Boys orbitals, or Pipek--Mezey orbitals built on meta-L\"owdin populations, the core--bond coupling quoted below drops to 0.73 or 0.34 eV in magnitude, the domain error is 2.1 meV, and the 3.49 meV loss becomes about 3.3 meV. The pair of electrons in one core uses that atom's PAOs; all other pairs use both atoms.

The full domain has 28 PAOs and three null vectors, leaving 25 functions. Its smallest nonzero eigenvalue is $4.28\times10^{-3}$, just above the floor of $4.25\times10^{-3}$. The one-atom domain has no null vector, but its smallest eigenvalue is $2.75\times10^{-6}$, followed by $3.9\times10^{-2}$. The AO combination behind the smallest one is 99.9\% core orbital, as the angle argument predicts.

After projection and normalization, this direction has a weight of 0.0000 in the AO space of its own atom and 0.096 in that of the other. The first number follows from the eigenvalue equation: its overlaps with the atom's AOs are $\tilde S_Du/\sqrt s=\sqrt s\,u$. The two AO spaces are not orthogonal, so the weights need not add to one. The function lies in neither atom's AO space, so its expansion needs AOs of both atoms.

With all nonredundant functions kept, the local correlation energy is $-0.54220$ eV ($-0.019926$ hartree), against $-0.54445$ eV ($-0.020008$ hartree) for canonical MP2. The domain error is 2.2 meV. The first update gives $-0.5261$ eV, and 12 updates reach convergence; the core--bond coupling $f_{ik}$ is 1.99 eV, so the pairs are not independent.

Raising $\tau$ gives the following energies. Each rise is relative to the row above.

\begin{center}
\begin{tabular}{cccccc}
$\tau$ & one atom & both & $E$ (eV) & rise (meV) & estimate (meV)\\
\hline
$10^{-6}$ & 14 & 25 & $-0.54220$ & -- & --\\
$10^{-5}$ & 13 & 25 & $-0.53871$ & 3.49 & 3.49\\
$10^{-2}$ & 13 & 24 & $-0.53810$ & 0.61 & 0.61\\
$3\times10^{-2}$ & 13 & 23 & $-0.51941$ & 18.69 & 18.59\\
$10^{-1}$ & 12 & 23 & $-0.51921$ & 0.20 & 0.20\\
\end{tabular}
\end{center}

The middle columns count the functions kept. Removing the direction with $s=2.75\times10^{-6}$ from both core pairs costs 3.49 meV, more than the domain error itself in this basis. Neither number is converged in the basis, and their order can reverse: with Boys orbitals the loss and the domain error are 1.5 and 2.1 meV in cc-pCVDZ and 9.3 and 12.9 meV in cc-pVTZ, with $s$ still near $2$--$3\times10^{-6}$. Removing the one with $s=4.28\times10^{-3}$ costs 0.61 meV, although its eigenvalue is about 1600 times larger. The residual estimate ranks the losses correctly; the eigenvalues do not. The gap bound for the first loss is 55 meV, safe but loose.

Keeping the near-redundant direction has its own price. One sample of random noise, of norm $2.7\times10^{-10}$ atomic units in each matrix, moves a virtual level at 18.2 eV by $-0.64$ meV, in agreement with the first-order formula. For that level $|w|^2=3.2\times10^5$, close to the limit $1/s_{\min}=3.6\times10^5$.

\section{Guidance}

\paragraph{Find out how the PAOs are normalized.} If every direction is kept, rescaling the PAOs leaves the space and the energies $\varepsilon$ unchanged, but it changes $s$. With PAOs scaled to unit norm, the smallest one-atom eigenvalue in Li$_2$ is $7.0\times10^{-2}$ instead of $2.75\times10^{-6}$. A threshold of $10^{-2}$ then drops nothing from that domain, whereas it drops one function without the scaling. A value of $\tau$ cannot be carried over between the two conventions.

\paragraph{Put $\tau$ above the noise.} Rounding to eight decimals changes each element by at most $0.5\times10^{-8}$. For a $28\times28$ matrix the error norm is at most $28\times0.5\times10^{-8}=1.4\times10^{-7}$, and no eigenvalue moves by more than that. In the full Li$_2$ domain, any $\tau$ between this value and about $4\times10^{-3}$ separates null vectors from genuine ones. With the null vectors removed, the largest change that rounding makes in the retained orbital energies is $7\times10^{-6}$ eV for these matrices. This is one sample, not a bound; fifteen bond lengths between 2.69 and 2.71 \AA\ give values up to $1.5\times10^{-5}$ eV, and 200 random orientations of the molecule up to $2.8\times10^{-5}$ eV.

\paragraph{Weigh noise against loss in partial domains.} Equation~\eqref{eq:noise} says that an orbital-energy tolerance $\delta$ is safe, to first order, if $\tau\ge\eta(1+|\varepsilon|)/\delta$. For the one-atom domain, eight-decimal rounding allows $\eta=7\times10^{-8}$. At $\varepsilon=18.2$ eV, or 0.67 hartree, the bound is $7\times10^{-8}\times1.67/(2.75\times10^{-6})\approx0.04$ hartree, about 1.2 eV. This is a worst-case bound on one orbital energy, not an error in the correlation energy, and it cannot be set directly against the 3.49 meV lost by dropping the direction. The domain serves only the core pair, with $f_{ii}=-66.56$ eV and a lowest virtual at 0.45 eV. A denominator containing this level once is at least $18.2+0.45+133.1\approx152$ eV. The partner level shifts too: Eq.~\eqref{eq:noise} allows about 0.7 eV for the lowest one, 1.9 eV in all, while the sharper bound $\eta(1+|\varepsilon|)|w|^2$ for each level gives at most $1.01+0.07\approx1.1$ eV with any other level as partner. A denominator containing the 18.2 eV level twice is about 169 eV and changes by at most 2.4 eV. All these changes are under 2\% of the denominator. The bound alone therefore does not justify the cut. It also says nothing about $K$, whose errors are amplified by $1/s$ as well. In one sample with the direction kept, rounding $\tilde S$ and $\tilde F$ to eight decimals moves the correlation energy by less than 0.001 meV, and rounding $K$ too moves it by $-0.3$ meV, about a tenth of the loss. With matrices this accurate, the direction is worth keeping in this example.

\paragraph{Judge a cut by its residual.} When an eigenvalue lies near $\tau$, evaluate $(R,D^{-1}R)$ with the direction restored. This estimate is reliable when the coupling between pairs is weak compared with the denominators. In the scan above it is within 1\% of each actual rise.

\paragraph{Do not let the count change along a potential curve.} Eigenvalues vary with geometry, and the energy jumps when one crosses $\tau$. With $\tau=4.278\times10^{-3}$, the full Li$_2$ domain keeps 24 functions at 2.6999 \AA\ and 25 at 2.7001 \AA. The correlation energy changes by $-0.60$ meV. With 24 functions at both distances it changes by $+0.010$ meV. A finite-difference slope of the correlation energy over these $2\times10^{-4}$ \AA\ would be $-3.0$ eV/\AA\ instead of $+0.05$ eV/\AA. For scans, forces and vibrations, fix the domains and the number of functions kept in each. This remedy fails if a retained and a discarded eigenvalue cross, because the retained space then changes abruptly at constant dimension.

The numerical check tests these relations, including agreement with canonical MP2 when every pair is given the full domain.

\section*{Calculated quantities}
\begin{verbatim}
Li2 distance: 2.70 angstrom; AOs in all: 28, per atom: 14
HOMO, LUMO energies: -4.8940, 0.2180 eV
occupied Fock diagonal (core A, core B, bond): [-66.5563 -66.5563  -5.0228] eV
occupied Fock coupling core A-bond: 1.9921 eV
full domain: null vectors 3, smallest nonzero s 4.2781e-03 (no unit)
smallest AO overlap eigenvalue: 4.2489e-03 (no unit)
atom domain, four smallest s (no unit): 2.7472e-06 3.9216e-02 1.6924e-01 3.7338e-01
atom domain, 1-cosine^2 (no unit): 2.7523e-06 2.7557e-02 9.7587e-01
smallest s with normalized PAOs: 7.0407e-02 (no unit)
core A weight in AO combination of smallest s: 0.998724
its normalized virtual: weight in AO span of A 0.0000, of B 0.0962
its Fock expectation value: 16.8008 eV
lowest pseudocanonical energies, atom domain: [0.4515 1.0361 1.0361 3.2096] eV
lowest pseudocanonical energies, full domain: [0.218  0.8794 0.8794 1.2167] eV
uncoupled bond pair, redundant solution: -0.50281541 eV
uncoupled bond pair, one update: -0.50281541 eV
canonical MP2 correlation: -0.54444663 eV = -0.02000804 hartree
LMP2 with full domains: -0.54444663 eV
LMP2 with local domains: -0.54220140 eV = -0.01992553 hartree
domain error: 2.2452e-03 eV
local LMP2 after first update: -0.52613581 eV; updates to converge: 12
tau | kept atom | kept full | E (eV) | rise, estimate, bound (eV)
1e-10 | 14 | 25 | -0.54220140 | 0.000e+00, 0.000e+00, 0.000e+00
1e-06 | 14 | 25 | -0.54220140 | 0.000e+00, 7.921e-22, 1.566e-21
1e-05 | 13 | 25 | -0.53870980 | 3.492e-03, 3.490e-03, 5.532e-02
1e-04 | 13 | 25 | -0.53870980 | 0.000e+00, 7.869e-22, 1.552e-21
1e-03 | 13 | 25 | -0.53870980 | 0.000e+00, 7.869e-22, 1.552e-21
1e-02 | 13 | 24 | -0.53810131 | 6.085e-04, 6.087e-04, 2.292e-03
3e-02 | 13 | 23 | -0.51941284 | 1.869e-02, 1.859e-02, 9.754e-02
1e-01 | 12 | 23 | -0.51921025 | 2.026e-04, 2.025e-04, 2.848e-03
noise norm in S (no unit): 2.747e-10; in F: 7.476e-09 eV
most shifted virtual: energy 18.1721 eV, |w|^2 3.1673e+05, 1/s_min 3.6401e+05
its shift: actual -6.4475e-04 eV, first order -6.4477e-04 eV
rounded null vector: s -1.453e-09 (no unit), false energy 7.424e+01 eV
rounded null vector: s 2.562e-09 (no unit), false energy -1.228e+01 eV
rounded null vector: s 6.640e-09 (no unit), false energy -2.649e+01 eV
largest error of kept energies after rounding: 6.662e-06 eV
crossing threshold: 4.278056e-03 (no unit); distances 2.6999, 2.7001 angstrom
kept in full domain at these distances: 24, 25
energy change, fixed threshold: -5.9866e-04 eV
energy change, fixed number kept: 9.8556e-06 eV
\end{verbatim}
